# Depth of an oxide trap from random telegraph noise: test program

```python
"""Oxide trap depth from random telegraph noise.
Result under test: f = x/t = -(kT/q) d ln(tau_c/tau_e)/dV_G.
x: trap distance from channel; t: oxide thickness; V_G: gate voltage;
tau_c: mean time empty; tau_e: mean time filled; kT/q: thermal voltage.
Assumptions: uniform field, fixed trap level, exchange with channel only,
and channel band bending that stays constant as V_G changes.
Energies are in eV relative to the channel Fermi level."""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import brentq
from scipy.special import ai_zeros, expit

q, hbar, m0 = const.e, const.hbar, const.m_e
temperature = 300.0
kT = const.k * temperature / q
thickness = 5.0                     # nm
fraction = 0.30
relaxation = 1.0                    # eV
voltages = np.linspace(1.6, 2.0, 5)
v_mid = voltages.mean()
energy = np.linspace(-3.0, 3.0, 12001)
d_energy = energy[1] - energy[0]


def rates(trap_level, lam=relaxation, density=None):
    """Multiphonon capture and emission rates in arbitrary common units."""
    dos = np.ones_like(energy) if density is None else density
    u = energy - trap_level
    capture = 2 * dos * expit(-energy / kT) * np.exp(
        -(lam - u)**2 / (4 * lam * kT))
    emission = dos * expit(energy / kT) * np.exp(
        -(lam + u)**2 / (4 * lam * kT))
    return capture.sum() * d_energy, emission.sum() * d_energy


def log_ratio(trap_level):
    capture, emission = rates(trap_level)
    return np.log(emission / capture)


# Detailed balance from rate integrals, for metallic and gapped electrodes.
gapped = np.sqrt(np.maximum(energy - 0.1, 0.0))
for lam in (0.6, 1.0, 1.4):
    for density in (None, gapped):
        for level in (-0.12, 0.0, 0.15):
            c, e = rates(level, lam, density)
            assert np.isclose(np.log(e / c), level / kT - np.log(2), atol=1e-8)

# Electron-transfer energy from a discretized Poisson equation.
eps_ox = 3.9 * const.epsilon_0 / q * 1e-9     # e/(V nm)


def transfer_energy(voltage, frac, from_gate=False):
    cells, area = 200, 100.0
    h = thickness / cells
    site = round(frac * cells)

    def grand_energy(sheet):
        matrix = np.ones((3, cells - 1))
        matrix[1] = -2.0
        source = np.zeros(cells - 1)
        source[site - 1] = sheet * h / eps_ox
        source[-1] -= voltage
        phi = np.r_[0.0, solve_banded((1, 1), matrix, source), voltage]
        gradient = np.diff(phi) / h
        field_energy = 0.5 * eps_ox * np.sum(gradient**2) * h
        battery_charge = eps_ox * gradient[-1]
        if from_gate:
            battery_charge -= sheet
        return area * (field_energy - voltage * battery_charge)

    return grand_energy(1 / area) - grand_energy(0.0)


for frac in (0.1, 0.3, 0.7):
    channel_slope = transfer_energy(2.0, frac) - transfer_energy(1.0, frac)
    gate_slope = (transfer_energy(2.0, frac, True)
                  - transfer_energy(1.0, frac, True))
    assert np.isclose(channel_slope, -frac, atol=1e-8)
    assert np.isclose(gate_slope, 1 - frac, atol=1e-8)
    assert transfer_energy(0.0, frac) > 0

# Complete ideal chain: Poisson energy, then rates, then recovered depth.
for frac in (0.1, 0.3, 0.7):
    offset = transfer_energy(v_mid, frac)
    logs = [log_ratio(transfer_energy(v, frac) - offset) for v in voltages]
    assert np.isclose(-kT * np.polyfit(voltages, logs, 1)[0], frac, atol=1e-7)
    gate_offset = transfer_energy(v_mid, frac, True)
    gate_logs = [log_ratio(transfer_energy(v, frac, True) - gate_offset)
                 for v in voltages]
    assert np.isclose(kT * np.polyfit(voltages, gate_logs, 1)[0],
                      1 - frac, atol=1e-7)

# Simulated measurement, with equal mean times at the middle voltage.
levels = kT * np.log(2) - fraction * (voltages - v_mid)
mid_time = 10.0                    # ms
scale = 1 / (mid_time * rates(kT * np.log(2))[0])
rate_table = np.array([rates(level) for level in levels]) * scale
true_times = 1 / rate_table
events = 400
rng = np.random.default_rng(271)
tau_c = rng.exponential(true_times[:, 0], (events, 5)).mean(axis=0)
tau_e = rng.exponential(true_times[:, 1], (events, 5)).mean(axis=0)
logs = np.log(tau_c / tau_e)
centred = voltages - v_mid
sxx = np.sum(centred**2)
sxy = np.sum(centred * logs)
slope = sxy / sxx
f_fit = -kT * slope
sigma_slope = np.sqrt(2 / events / sxx)
sigma_f = kT * sigma_slope
assert abs(f_fit - fraction) < 4 * sigma_f

# Repeated experiments test the uncertainty and the absence of bias.
repeats = 2000
many_c = np.array([rng.exponential(x, (repeats, events)).mean(axis=1)
                   for x in true_times[:, 0]])
many_e = np.array([rng.exponential(x, (repeats, events)).mean(axis=1)
                   for x in true_times[:, 1]])
many_f = -kT * (centred @ np.log(many_c / many_e)) / sxx
assert abs(many_f.std(ddof=1) / sigma_f - 1) < 0.08
assert abs(many_f.mean() - fraction) < 5 * sigma_f / np.sqrt(repeats)

capture_only = -kT * np.polyfit(voltages, np.log(true_times[:, 0]), 1)[0]
assert 0.45 < capture_only / fraction < 0.55

# Classical silicon band bending; lengths are in cm in this section.
eps_si = 11.7 * const.epsilon_0 / 100
c_ox = 3.9 * const.epsilon_0 / 100 / (thickness * 1e-7)
acceptors, intrinsic, v_flat = 3e17, 1e10, -0.9
minority = intrinsic**2 / acceptors


def negative_density(psi):
    return q * (acceptors * -np.expm1(-psi / kT)
                + minority * np.expm1(psi / kT))


def silicon_charge(psi):
    energy_sum = (acceptors * (kT * np.expm1(-psi / kT) + psi)
                  + minority * (kT * np.expm1(psi / kT) - psi))
    return np.sqrt(2 * eps_si * q * energy_sum)


def surface_potential(voltage):
    return brentq(lambda p: v_flat + p + silicon_charge(p) / c_ox - voltage,
                  0.01, 1.4, xtol=1e-13)


integral = quad(negative_density, 0, 1.0, epsabs=0, epsrel=1e-9, limit=200)[0]
assert np.isclose(silicon_charge(1.0), np.sqrt(2 * eps_si * integral), rtol=1e-6)


def bending_share(voltage):
    psi = surface_potential(voltage)
    c_si = eps_si * negative_density(psi) / silicon_charge(psi)
    return c_ox / (c_ox + c_si)


def silicon_level(voltage):
    psi = surface_potential(voltage)
    return -psi - fraction * (voltage - v_flat - psi)


def apparent_fraction(share):
    return fraction + (1 - fraction) * share


for voltage in (0.3, v_mid):
    reference, dv = silicon_level(voltage), 1e-3
    difference = (log_ratio(silicon_level(voltage + dv) - reference)
                  - log_ratio(silicon_level(voltage - dv) - reference))
    observed = -kT * difference / (2 * dv)
    assert np.isclose(observed, apparent_fraction(bending_share(voltage)),
                      atol=2e-5)

psi_ends = [surface_potential(v) for v in (voltages[0], voltages[-1])]
s_classical = (psi_ends[1] - psi_ends[0]) / (voltages[-1] - voltages[0])
s_weak = bending_share(0.3)

# One-subband estimate: confinement in a triangular well and 2D degeneracy.
m_normal, m_parallel = 0.916, 0.19
dos_2d = 2 * m_parallel * m0 * q / (np.pi * hbar**2) * 1e-4
bulk_gap = kT * np.log(2.8e19 / minority)
depletion = np.sqrt(2 * eps_si * acceptors
                    * 2 * kT * np.log(acceptors / intrinsic) / q)
kinetic = hbar**2 / (2 * m_normal * m0 * q) * 1e18    # eV nm^2
airy_root = -ai_zeros(1)[0][0]


def well_energy(field):
    return airy_root * (kinetic * field**2)**(1 / 3)


def filling(density):
    return kT * np.log(np.expm1(density / (dos_2d * kT)))


def quantum_state(voltage):
    def potential(density):
        field = q * (depletion + density / 2) / eps_si * 1e-7
        return bulk_gap + well_energy(field) + filling(density)
    density = brentq(lambda n: v_flat + potential(n)
                     + q * (n + depletion) / c_ox - voltage, 1e10, 5e13)
    return potential(density), density


step = 0.02
nodes = step * np.arange(1, 700)
ground = eigh_tridiagonal(2 * kinetic / step**2 + 0.07 * nodes,
                          -kinetic / step**2 * np.ones(len(nodes) - 1),
                          select='i', select_range=(0, 0))[0][0]
assert np.isclose(ground, well_energy(0.07), rtol=1e-3)
psi_q, density_q = quantum_state(v_mid)
occupied = dos_2d * quad(lambda e: expit((filling(density_q) - e) / kT),
                         0, 1.5, epsabs=1e-11)[0]
assert np.isclose(occupied, density_q, rtol=1e-6)
s_quantum = ((quantum_state(voltages[-1])[0] - quantum_state(voltages[0])[0])
             / (voltages[-1] - voltages[0]))

# Elastic tunnelling weights compare emission to the gate and the channel.
v_top = voltages[-1]
field_top = (v_top - v_flat - surface_potential(v_top)) / thickness  # V/nm
barrier, tunnel_mass = 3.1, 0.5
wave_factor = np.sqrt(2 * tunnel_mass * m0 * q) / hbar * 1e-9
depth = fraction * thickness


def action(level, start, end):
    first = np.maximum(barrier - field_top * start - level, 0)
    last = np.maximum(barrier - field_top * end - level, 0)
    return wave_factor * 2 / (3 * field_top) * (first**1.5 - last**1.5)


direct_action = quad(lambda x: wave_factor * np.sqrt(barrier - field_top * x),
                     depth, thickness)[0]
assert np.isclose(action(0.0, depth, thickness), direct_action, rtol=1e-8)
phonon_weight = np.exp(-(relaxation + energy - levels[-1])**2
                       / (4 * relaxation * kT))
to_channel = np.sum(phonon_weight * expit(energy / kT)
                    * np.exp(-2 * action(energy, 0, depth)))
to_gate = np.sum(phonon_weight * expit((energy + v_top) / kT)
                 * np.exp(-2 * action(energy, depth, thickness)))
gate_ratio = to_gate / to_channel
assert gate_ratio < 0.01

# A one-debye dipole change along the field mimics additional depth.
dipole = 1e-21 / const.c / q * 1e9       # e nm
dipole_logs = [log_ratio(-(fraction + dipole / thickness) * (v - v_mid))
               for v in voltages]
dipole_shift = (-kT * np.polyfit(voltages, dipole_logs, 1)[0]
                - fraction) * thickness
assert np.isclose(dipole_shift, dipole, atol=1e-7)

print(f"Temperature: {temperature:.0f} K")
print(f"Thermal voltage kT/q: {kT:.6f} V")
print(f"Oxide thickness: {thickness:.1f} nm")
print(f"Input fractional depth: {fraction:.2f}")
print(f"Input depth: {depth:.2f} nm")
print(f"Relaxation energy: {relaxation:.1f} eV")
print(f"Dwell times of each kind per voltage: {events}")
print("V_G (V), tau_c (ms), tau_e (ms), ln(tau_c/tau_e):")
for row in zip(voltages, tau_c, tau_e, logs):
    print("  {:.1f}  {:.4f}  {:.4f}  {:.4f}".format(*row))
print(f"Mean gate voltage: {v_mid:.2f} V")
print(f"Sum of squared voltage deviations: {sxx:.4f} V^2")
print(f"Sum of voltage deviation times log ratio: {sxy:.5f} V")
print(f"Fitted slope: {slope:.4f} 1/V")
print(f"Predicted slope standard error: {sigma_slope:.4f} 1/V")
print(f"Recovered fractional depth: {f_fit:.4f}")
print(f"Fractional-depth standard error: {sigma_f:.4f}")
print(f"Recovered depth: {f_fit * thickness:.3f} nm")
print(f"Depth standard error: {sigma_f * thickness:.3f} nm")
print(f"Fraction from noiseless capture time alone: {capture_only:.4f}")
print(f"Repeated experiments, mean fraction: {many_f.mean():.4f}")
print(f"Repeated experiments, standard deviation: {many_f.std(ddof=1):.4f}")
print(f"Silicon acceptor density (rough): {acceptors:.1e} cm^-3")
print(f"Flat-band voltage (rough): {v_flat:.1f} V")
print(f"Classical surface potential at mid voltage: "
      f"{surface_potential(v_mid):.4f} V")
for name, share in (("Classical", s_classical), ("One-subband", s_quantum),
                    ("Weak-inversion (V_G = 0.3 V)", s_weak)):
    app = apparent_fraction(share)
    print(f"{name} band-bending share s: {share:.4f}")
    print(f"{name} apparent fraction for input trap: {app:.4f}")
    print(f"{name} depth bias: {(app - fraction) * thickness:.3f} nm")
print(f"One-subband electron density at mid voltage: {density_q:.2e} cm^-2")
print(f"One-subband Fermi level above subband: {filling(density_q):.4f} eV")
print(f"Recovered fraction if classical s applied: "
      f"{(f_fit - s_classical) / (1 - s_classical):.4f}")
print(f"Recovered fraction if one-subband s applied: "
      f"{(f_fit - s_quantum) / (1 - s_quantum):.4f}")
print(f"Oxide field at highest voltage: {field_top * 10:.2f} MV/cm")
print(f"Field / rough 10 MV/cm breakdown field: {field_top:.3f}")
print(f"Tunnel barrier (rough): {barrier:.1f} eV")
print(f"Tunnel mass / electron mass (rough): {tunnel_mass:.1f}")
print(f"Gate/channel emission-rate ratio at top voltage: {gate_ratio:.2e}")
print(f"Apparent depth from 1 debye dipole change: {dipole_shift:.4f} nm")
print(f"Depth error from unnoticed 5 K heating: "
      f"{-depth * 5 / (temperature + 5):.4f} nm")
print("finished without a failed check")
```

Running it gives:

```
Temperature: 300 K
Thermal voltage kT/q: 0.025852 V
Oxide thickness: 5.0 nm
Input fractional depth: 0.30
Input depth: 1.50 nm
Relaxation energy: 1.0 eV
Dwell times of each kind per voltage: 400
V_G (V), tau_c (ms), tau_e (ms), ln(tau_c/tau_e):
  1.6  36.4722  3.0955  2.4666
  1.7  16.6576  6.0641  1.0105
  1.8  8.4074  9.9681  -0.1703
  1.9  5.3117  17.1018  -1.1693
  2.0  3.1464  35.0927  -2.4117
Mean gate voltage: 1.80 V
Sum of squared voltage deviations: 0.1000 V^2
Sum of voltage deviation times log ratio: -1.19364 V
Fitted slope: -11.9364 1/V
Predicted slope standard error: 0.2236 1/V
Recovered fractional depth: 0.3086
Fractional-depth standard error: 0.0058
Recovered depth: 1.543 nm
Depth standard error: 0.029 nm
Fraction from noiseless capture time alone: 0.1524
Repeated experiments, mean fraction: 0.2998
Repeated experiments, standard deviation: 0.0057
Silicon acceptor density (rough): 3.0e+17 cm^-3
Flat-band voltage (rough): -0.9 V
Classical surface potential at mid voltage: 1.0490 V
Classical band-bending share s: 0.0330
Classical apparent fraction for input trap: 0.3231
Classical depth bias: 0.115 nm
One-subband band-bending share s: 0.0778
One-subband apparent fraction for input trap: 0.3544
One-subband depth bias: 0.272 nm
Weak-inversion (V_G = 0.3 V) band-bending share s: 0.7891
Weak-inversion (V_G = 0.3 V) apparent fraction for input trap: 0.8524
Weak-inversion (V_G = 0.3 V) depth bias: 2.762 nm
One-subband electron density at mid voltage: 4.78e+12 cm^-2
One-subband Fermi level above subband: 0.0205 eV
Recovered fraction if classical s applied: 0.2850
Recovered fraction if one-subband s applied: 0.2503
Oxide field at highest voltage: 3.69 MV/cm
Field / rough 10 MV/cm breakdown field: 0.369
Tunnel barrier (rough): 3.1 eV
Tunnel mass / electron mass (rough): 0.5
Gate/channel emission-rate ratio at top voltage: 1.53e-05
Apparent depth from 1 debye dipole change: 0.0208 nm
Depth error from unnoticed 5 K heating: -0.0246 nm
finished without a failed check
```
